# Apparent Activation Energy of Vapour Uptake in a Deep Trench

**Q.** Metal is deposited on a trench wall by a surface reaction with a definite activation energy. Why should the uptake of the whole trench show any other value?

**A.** Because the total is a rate per area times the area that takes part, and that area can depend on temperature. Vapour enters at the mouth and is consumed on its way down. If the reaction speeds up, the vapour does not get as far.

To make this quantitative, take a long trench of width \(w\) and depth \(L\), with \(x\) measured downwards from the mouth. The vapour is dilute, has number density \(c\) and diffusivity \(D\), and is held at \(c_0\) at the mouth. Walls and bottom consume \(kc\) molecules per unit area and time, so \(k\) is a velocity. Temperature is uniform, the state is steady, and the deposit is still too thin to change the shape. With \(\beta=1/k_BT\), the intrinsic and apparent activation energies are

\[
E=-\frac{d\ln k}{d\beta},\qquad E_{\rm app}=-\frac{d\ln U}{d\beta},
\]

where \(U\) is the total uptake per unit length of trench. Any temperature dependence of the prefactor of \(k\) is thus included in \(E\).

**Q.** The vapour must also diffuse sideways to reach the walls. May you use one concentration per depth?

**A.** Yes, if \(kw/D\ll1\). Let \(y\) be the distance from the mid-plane. The wall condition is \(-D\,\partial c/\partial y=kc\) at \(y=w/2\). A parabola with this slope is \(c(y)\approx c(0)-(kc/Dw)\,y^2\), which falls by \(kcw/4D\) between centre and wall. The relative drop is \(kw/4D\), which is then small.

Now balance a slice of thickness \(dx\). Per unit trench length, the flow down is \(-Dw\,c'(x)\). Inflow minus outflow equals the loss to two walls:

\[
-Dw\,c'(x)+Dw\,c'(x+dx)=2kc\,dx .
\]

Dividing by \(dx\) gives

\[
Dw\,c''=2kc,\qquad\text{or}\qquad c''=\frac{c}{\lambda^2},\qquad \lambda=\sqrt{\frac{Dw}{2k}} .
\]

The length \(\lambda\) is the penetration depth.

**Q.** The bottom reacts too. Does it spoil the solution?

**A.** It only changes the lower boundary condition to \(-Dc'(L)=kc(L)\). Put \(s=(L-x)/\lambda\) and write \(c=A\cosh s+B\sinh s\). Since \(ds/dx=-1/\lambda\),

\[
c'=-\frac1\lambda\,(A\sinh s+B\cosh s).
\]

At the bottom \(s=0\), so \(c=A\) and \(c'=-B/\lambda\). The condition becomes \(DB/\lambda=kA\), hence \(B=bA\) with

\[
b=\frac{k\lambda}{D}=\frac{w}{2\lambda},
\]

where the last form uses \(k=Dw/2\lambda^2\). With \(\phi=L/\lambda\), the condition \(c(0)=c_0\) fixes \(A\):

\[
\frac{c}{c_0}=\frac{\cosh s+b\sinh s}{\cosh\phi+b\sinh\phi}.
\]

In a steady state everything consumed has passed the mouth, so

\[
U=-Dw\,c'(0)=\frac{Dwc_0}{\lambda}\,\frac{\sinh\phi+b\cosh\phi}{\cosh\phi+b\sinh\phi}
=\frac{Dwc_0}{\lambda}\,\frac{\tanh\phi+b}{1+b\tanh\phi}.
\]

For \(b<1\) set \(b=\tanh a\). The addition theorem for the hyperbolic tangent then gives

\[
U=\frac{Dwc_0}{\lambda}\tanh(\phi+a).
\]

**Q.** And in a very deep trench?

**A.** For \(L\gg\lambda\) the hyperbolic tangent tends to 1. Inserting \(\lambda\),

\[
U=\frac{Dwc_0}{\lambda}=Dwc_0\sqrt{\frac{2k}{Dw}}=c_0\sqrt{2kDw}.
\]

Taking the logarithm and differentiating with \(c_0\), \(D\) and \(w\) constant,

\[
E_{\rm app}=-\frac12\,\frac{d\ln k}{d\beta}=\frac E2 .
\]

The same uptake can be written \(U=2kc_0\lambda\): two walls, each working at the mouth rate over a depth \(\lambda\). Heating raises the factor \(k\) with energy \(E\), while \(\lambda\propto k^{-1/2}\) shrinks and gives back \(E/2\). The barrier of each surface reaction is unchanged.

**Q.** "Very deep" is vague. A shallow trench must show the full \(E\). Where does the change occur?

**A.** Use the local order \(n=d\ln U/d\ln k\) at fixed \(D\), \(c_0\) and geometry; then \(E_{\rm app}=nE\). As \(1/\lambda\propto k^{1/2}\), both \(\phi\) and \(b\) grow as \(k^{1/2}\), so

\[
\frac{d\phi}{d\ln k}=\frac\phi2,\qquad
\frac{da}{d\ln k}=\frac{1}{1-b^2}\,\frac b2 .
\]

Also \(d\ln\tanh z/dz=1/(\sinh z\cosh z)=2/\sinh 2z\). The prefactor of \(U\) contributes \(1/2\), and the chain rule gives the rest:

\[
n=\frac12\left[1+\frac{2\left(\phi+\dfrac{b}{1-b^2}\right)}{\sinh 2(\phi+a)}\right].
\]

For small \(\phi\) and \(b\) the fraction tends to 1 and \(n\to1\). In that limit \(U\to(Dwc_0/\lambda)(\phi+b)=kc_0(2L+w)\), the full wall and bottom area at the mouth concentration. For large \(\phi\) the fraction vanishes exponentially and \(n\to1/2\).

**Q.** Let me see numbers, and not from the same one-dimensional formula.

**A.** Take \(w=5\) µm, \(L=400\) µm, \(T=480\) K, \(E=0.60\) eV, \(D=0.10\) cm²/s and \(k=0.25\) cm/s. The precursor has a pressure of 0.1 Torr in a total of 760 Torr. These are rough round values for selective metal deposition near atmospheric pressure, not data for a particular precursor. In micrometres and seconds, \(D=10^7\) and \(k=2500\), so

\[
\lambda=\sqrt{\frac{10^7\times5}{2\times2500}}\ \text{µm}=100\ \text{µm},\qquad \frac{L}{\lambda}=4 .
\]

The sideways parameter is \(kw/D=0.00125\). With \(c_0=2012\) molecules/µm³ the deep formula gives

\[
U=\frac{10^7\times5\times2012}{100}=1.006\times10^{9}\ \text{molecules per µm and s}.
\]

A two-dimensional numerical solution of the diffusion equation, with reacting walls and bottom, gives \(1.005\times10^9\). Its order, found by changing \(k\) slightly, was tested against the formula at four depths:

| \(L/\lambda\) | \(n\), two-dimensional | \(n\), formula |
|---|---|---|
| 0.1 | 0.995 | 0.995 |
| 1 | 0.768 | 0.768 |
| 4 | 0.502 | 0.503 |
| 8 | 0.500 | 0.500 |

At one penetration depth the trench is still far from the half law; at four it is within 1% of it.

With \(D\) and \(c_0\) held constant, heating from 460 K to 500 K raises \(k\) by a factor 3.357 but the two-dimensional uptake by only 1.842. Since \(\ln1.842/\ln3.357=0.5044\), the apparent energy over this range is \(0.5044\times0.60=0.303\) eV. The small excess over 0.300 eV is the finite depth: at 460 K, \(\lambda\) is 137 µm and \(L/\lambda\) is 2.9.

**Q.** You froze \(D\) and \(c_0\). A real gas does neither.

**A.** Their slopes can be added without a new solution. Inside the trench \(\nabla^2c=0\), and at the reacting surfaces the inward normal derivative is \((k/D)c\). At fixed shape, \(c/c_0\) therefore depends on \(k\) and \(D\) through \(k/D\) alone. The flux carries one more factor \(D\), so \(U=c_0D\,f(k/D)\), and \(n\) is the logarithmic slope of \(f\). Hence

\[
d\ln U=d\ln c_0+d\ln D+n\,(d\ln k-d\ln D),
\]

\[
E_{\rm app}=nE+(1-n)E_D+E_c,\qquad E_D=-\frac{d\ln D}{d\beta},\quad E_c=-\frac{d\ln c_0}{d\beta}.
\]

Suppose \(D\propto T^{1.75}\) at fixed total pressure, a common approximate law for gases. Then \(D\propto\beta^{-1.75}\) and \(E_D=1.75\,k_BT\). At fixed precursor pressure \(p\), the ideal gas law gives \(c_0=p\beta\) and \(E_c=-k_BT\). In the deep limit

\[
E_{\rm app}=\frac E2+\frac{7}{8}k_BT-k_BT=\frac E2-\frac{k_BT}{8}.
\]

Here \(k_BT=0.0414\) eV. The diffusivity alone raises the result from 0.300 to 0.336 eV, which is 12% and not quite negligible. The falling gas density then brings it down to 0.295 eV. The two-dimensional solution at 800 µm depth was tested against all three values and agrees within 0.001 eV. The near cancellation belongs to this exponent and to fixed pressure; at fixed \(c_0\) the 0.336 eV would stand.

**Q.** Does the half depend on first-order kinetics?

**A.** Not in the deep one-dimensional limit. Let the wall rate be \(k_mc^m\) with \(m>0\), and multiply \(Dwc''=2k_mc^m\) by \(c'\). Both sides are then derivatives. Integrating up from the depths, where \(c\) and \(c'\) vanish,

\[
\frac{Dw}{2}\,c'^2=\frac{2k_m}{m+1}\,c^{m+1}
\quad\Rightarrow\quad
U=Dw\,|c'(0)|=\sqrt{\frac{4k_mDw\,c_0^{\,m+1}}{m+1}} .
\]

For \(m=1\) this is the earlier result. The factor \(\sqrt{k_m}\) remains, and with it half the activation energy of \(k_m\) at constant \(D\) and \(c_0\). What changes is the dependence on concentration, which becomes \(c_0^{(m+1)/2}\).

**Q.** Nobody controls the concentration exactly at the mouth. It is set somewhere above the wafer.

**A.** Here that shifts the energy by more than the net effect of \(D\) and \(c_0\) just found. Let the concentration be \(c_s\) on a plane at height \(\delta\), with still gas below it, and let the wafer surface around one isolated trench be inert. From far away the mouth is a line sink. With \(\zeta=y+iz\), where \(z\) is the height, consider

\[
g=-\ln\left|\tanh\frac{\pi\zeta}{4\delta}\right| .
\]

It satisfies Laplace's equation in the gas layer. It is symmetric in \(z\), so no flux crosses the floor. At \(z=\delta\) the argument is real plus \(i\pi/4\), where the modulus of tanh is 1, so \(g=0\). Near the sink \(g\approx\ln(4\delta/\pi r)\). Thus \(c=c_s-Gg\) meets all conditions. The flow through a small half-circle is \(D\,\pi r\,(G/r)=\pi DG\), which must equal \(U\), so \(G=U/\pi D\).

The mouth is a strip, not a point. The map \(\zeta=(w/4)(\omega+1/\omega)\) takes the circle \(|\omega|=1\) to the strip \(|y|\le w/2\), and far away \(|\omega|\approx r/(w/4)\). A strip at uniform concentration therefore acts like a half-cylinder of radius \(w/4\), provided \(w\ll\delta\). Setting \(r=w/4\),

\[
c_s-c_0=\frac{U}{\pi D}\ln\frac{16\delta}{\pi w}=\rho\,c_0,\qquad
\rho=\frac{U}{c_0}\,\frac{1}{\pi D}\ln\frac{16\delta}{\pi w}.
\]

Write \(U=c_0h\), where \(h\) has order \(n\) in \(k\). Then \(U=c_sh/(1+\rho)\) with \(\rho\propto h\), and at fixed \(c_s\)

\[
\frac{d\ln U}{d\ln k}=n-\frac{n\rho}{1+\rho}=\frac{n}{1+\rho}.
\]

For \(\delta=1\) mm, \(U/c_0D\approx w/\lambda=0.05\) and the logarithm is 6.93, so \(\rho=0.05\times6.93/\pi=0.110\). The order falls to \(0.503/1.110=0.453\). A two-dimensional solution that includes the gas layer gives 0.452, or 0.271 eV at constant \(D\) and \(c_s\).

**Q.** And if the whole wafer surface reacts?

**A.** Then it depletes the gas above the trench. For a flat surface, \(kc_f=D(c_s-c_f)/\delta\) gives \(c_f=c_s/(1+k\delta/D)\). Here \(k\delta/D=0.25\), which lowers the order by \(0.25/1.25=0.20\). Subtracting this from 0.45 estimates 0.25; the two-dimensional solution gives 0.26, or 0.157 eV. An apparent energy near \(E/4\) would here reflect both the trench, which lowers the order from 1 to 0.50, and the gas layer, which takes off about another 0.24. Over a flat surface the same gas layer would leave an order of 0.80, so it does not by itself halve the energy. The half law refers to the mouth concentration.

**Q.** Can the law fail inside the trench as well?

**A.** Yes, when \(kw/D\) is not small. Sideways diffusion then limits the supply to the wall, and one concentration per depth is no longer enough. For \(kw/D=10\), with the mouth concentration fixed, the continuum order is about 0.33; the finite mesh used here gives 0.32, because the concentration varies steeply near the corners of the mouth.

A second failure comes at low pressure. A heavy precursor in a lighter carrier gas needs several collisions to lose its direction. The distance this takes, its transport free path, is about \(3D\) divided by the mean molecular speed of 170 m/s, which gives 176 nm here, or 3.5% of the width. At 1 Torr and the same temperature it would be 760 times longer, about 130 µm, and molecules would fly from wall to wall. For emission by the cosine law at angle \(\theta\) to the wall normal, the mean square step along the depth is

\[
w^2\int\frac{\sin^3\theta}{\cos\theta}\,d\theta ,
\]

which diverges logarithmically at grazing angles. Flights longer than \(\lambda\) do not count as diffusion, so the effective diffusivity grows roughly as \(\Lambda=\ln(\lambda/w)\). From \(\lambda^2\propto\Lambda/k\),

\[
\left(2-\frac1\Lambda\right)d\ln\lambda=-d\ln k,
\qquad
n=1+\frac{d\ln\lambda}{d\ln k}=\frac{1-1/\Lambda}{2-1/\Lambda},
\]

using \(U\propto k\lambda\). This form of \(U\) requires a trench much deeper than \(\lambda\), and the logarithm requires a free path much longer than \(\lambda\). With a much shorter free path, gas collisions cut off the long flights instead, \(\Lambda\) no longer depends on \(k\), and \(n\) returns towards 1/2. If both conditions hold and \(\lambda/w=20\), then \(\Lambda\approx3\) and \(n\approx0.4\), or about 0.24 eV at constant molecular speed and \(c_0\). This keeps only the leading logarithm and has not been tested.

**Q.** How close is your example to an interconnect process?

**A.** The width is of through-silicon scale, but a depth of 80 widths is far beyond the roughly 10 widths usual for through-silicon vias, whose copper is commonly electroplated. Many metal vapour processes also run at pressures of some Torr or less. There the constant-diffusivity assumption breaks. The estimate of 0.24 eV above would then need a trench much deeper than \(\lambda\), which this one would not be: with the same \(k\) and \(w\), free flight gives a diffusivity of the order of width times molecular speed, about 9 cm²/s, so \(\lambda\) would be roughly 1 mm, more than the depth, and the energy would move towards \(E\). The reaction probability, four times \(k\) over the molecular speed, is \(6\times10^{-5}\), so this is a slow surface reaction.

**Q.** Is the deep regime any use for filling the trench?

**A.** It is a poor one. The profile formula gives \(c(L)/c_0=1/(\cosh4+0.025\sinh4)=0.036\), so the film at the bottom initially grows 28 times more slowly than at the mouth. If that continues, the mouth closes over a void. At \(L=\lambda\) the ratio is 0.64. Within this model, cooling at fixed geometry and pressure makes the film more even, at the price of a lower rate, and \(n\) moves from 1/2 towards 1. If the reaction is known to be first order, and \(E\), \(E_D\) and the value of \(E_c\) at the mouth are known, the apparent energy thus indicates the ratio \(L/\lambda\), as long as \(n\) is not yet close to 1/2 or 1. This reading also needs the aspect ratio \(L/w\), because \(n\) depends on \(b\) as well: at \(L=\lambda\) it is 0.77 for \(b=0.025\) but about 0.71 for \(b=0.2\). It holds only for continuum diffusion with \(kw/D\ll1\), not at low pressure.

The fixed shape also has a lifetime. With 0.012 nm³ of metal per molecule, the mouth wall grows at 3.6 nm/min and the mouth narrows by 10% in 69 minutes. If the whole active depth narrowed that much, \(U\propto\sqrt w\) would fall by 5%. The gas in the trench adjusts in less than the diffusion time \(L^2/D=16\) ms, and a gas layer of 1 mm above it within about \(\delta^2/D=0.1\) s. Both times are far shorter than 69 minutes, so the steady state is well justified. The numerical output lists the remaining values.

## Computed values

```
INPUTS (rough round values)
width 5.0 um, depth 400 um, temperature 480 K
intrinsic activation energy 0.60 eV
wall rate constant 0.25 cm/s, diffusivity 0.10 cm2/s
precursor 0.1 Torr in total 760 Torr
precursor mass 350 u, metal atom volume 0.012 nm3
outer gas layer 1.0 mm, D grows as T^1.75
RESULTS AT THE REFERENCE TEMPERATURE
kB*T = 0.0414 eV
mouth concentration = 2012 molecules/um3
penetration depth = 100.0 um
k*w/D = 0.00125, b = w/(2 lambda) = 0.0250
deep formula uptake = 1.0059e+09 molecules/(um s)
2D uptake at example depth = 1.0051e+09 molecules/(um s)
ORDER n: depth um, depth/lambda, 2D, formula
    10   0.10   0.9947   0.9949
   100   1.00   0.7682   0.7684
   400   4.00   0.5025   0.5026
   800   8.00   0.4999   0.5000
CONSTANT D AND c0: T K, k cm/s, lambda um, L/lambda, 2D uptake 1/(um s)
460 0.1331 137.1 2.92 7.2967e+08
480 0.2500 100.0 4.00 1.0051e+09
500 0.4466 74.8 5.35 1.3441e+09
wall rate ratio, 500 K to 460 K = 3.357
uptake ratio, 500 K to 460 K = 1.842
apparent energy from 460 K and 500 K = 0.3027 eV
APPARENT ENERGY NEAR THE REFERENCE TEMPERATURE (2D)
twice the depth, D and c0 constant = 0.2999 eV
twice the depth, D varies = 0.3361 eV
twice the depth, D and c0 vary = 0.2948 eV
example depth, D and c0 constant = 0.3015 eV
example depth, D and c0 vary = 0.2961 eV
NEGLECTED EFFECTS
outer/trench resistance rho = 0.1102
order with outer layer, inert surface: 2D 0.4519, formula 0.4527
energy for that order, D and c0 constant = 0.2712 eV
order with outer layer, reacting surface: 2D 0.2611
energy for that order, D and c0 constant = 0.1566 eV
order for fast reaction, k*w/D = 10: 2D 0.322
mean molecular speed = 170 m/s
reaction probability 4k/speed = 5.87e-05
free path 3D/speed = 176 nm, over width = 0.0352
growth at mouth = 3.62 nm/min
time to narrow the mouth by 10 percent = 69 min
diffusion time L^2/D = 16.0 ms
precursor mole fraction = 1.32e-04
```
